# Field smearing of the phonon-emission threshold in silicon and silica

## Problem

An electron in a parabolic band of mass \(m\) can emit a phonon of energy \(\hbar\omega\) once its kinetic energy reaches \(\hbar\omega\). In a uniform electric field \(E\) the force \(F=eE\) keeps acting while the emission takes place. This is the intracollisional field effect.

(a) Find the energy scale over which the field smears the threshold.

(b) At what field does this scale reach the phonon energy?

(c) At what field does the smearing match the collisional broadening \(\Gamma=\hbar/\tau\)?

(d) Evaluate the fields for the model parameters below, which are round inputs of roughly the right size and not measured results.

- Silicon: \(m=0.3\,m_e\), \(\hbar\omega=60\) meV, collision rates \(10^{13}\) and \(10^{14}\ \mathrm{s^{-1}}\).
- Silica: \(m=0.5\,m_e\), \(\hbar\omega=150\) meV, collision rates \(10^{14}\) and \(10^{15}\ \mathrm{s^{-1}}\).

The two rates stand for weak and strong scattering. The phonon is dispersionless and its coupling does not depend on the wave vector \(\mathbf q\).

## Solution

### The scale from an estimate

Just above threshold the electron is left almost at rest. During a time \(t\) the field then gives it the energy \(F^2t^2/(2m)\), while its energy is defined only to about \(\hbar/t\). The two are comparable when \(t^3\sim m\hbar/F^2\), factors of order one being dropped. The corresponding energy \(\hbar/t\) is

\[
\theta=\left(\frac{\hbar^2e^2E^2}{m}\right)^{1/3}.
\]

To learn what is smeared, and by how much, we need the emission rate.

### The rate is set by a local density of states

Let \(\psi_i\) be an initial eigenstate in the field, with total energy \(W\), and \(\varphi_f\) the final eigenstates, with energies \(E_f\). Let \(C/\sqrt V\) be the coupling in volume \(V\), and \(N\) the phonon occupation. The golden rule gives

\[
R_i=\frac{2\pi}{\hbar}(N+1)\frac{|C|^2}{V}\sum_{f,\mathbf q}
|\langle\varphi_f|e^{-i\mathbf q\cdot\mathbf r}|\psi_i\rangle|^2\,
\delta(W-\hbar\omega-E_f).
\]

The squared matrix element is a double integral over \(\mathbf r\) and \(\mathbf r'\). Since \(C\) is constant, \(\mathbf q\) enters only through \(V^{-1}\sum_{\mathbf q}e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}=\delta(\mathbf r-\mathbf r')\). Hence

\[
R_i=\frac{2\pi}{\hbar}(N+1)|C|^2\int|\psi_i(\mathbf r)|^2\,\rho_F(\varepsilon(\mathbf r))\,d^3r,
\qquad \varepsilon(\mathbf r)=W-U(\mathbf r)-\hbar\omega .
\]

Here \(U\) is the potential energy, \(\varepsilon\) is the local kinetic energy measured from threshold, and \(\rho_F\) is the local density of final states per spin and valley. In a uniform field it depends on position and total energy only through \(\varepsilon\).

### The density in the field

Take \(U=-Fx\) and evaluate the density at \(x=0\). Motion along \(x\) with energy \(W_x\) obeys

\[
\varphi''+\kappa^3\left(x+\frac{W_x}{F}\right)\varphi=0,\qquad
\kappa=\left(\frac{2mF}{\hbar^2}\right)^{1/3}.
\]

With \(u=-\kappa(x+W_x/F)\) this becomes \(d^2\varphi/du^2=u\varphi\), whose solution decaying uphill is \(\mathrm{Ai}(u)\). From \(\int \mathrm{Ai}(u+a)\mathrm{Ai}(u+b)\,du=\delta(a-b)\) and \(dx=du/\kappa\), the overlap of two such solutions is \((F/\kappa^2)\,\delta(W_x-W_x')\). Normalization per unit energy therefore gives

\[
|\varphi(0)|^2=\frac{\kappa^2}{F}\,\mathrm{Ai}^2(-W_x/\Theta),\qquad
\Theta=\frac F\kappa=\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}=\frac{\theta}{2^{1/3}} .
\]

The transverse motion has the constant density \(m/(2\pi\hbar^2)\) for transverse energies \(\varepsilon-W_x\ge0\). Put \(u=-W_x/\Theta\) and \(z=-\varepsilon/\Theta\). Because \(\kappa^2\Theta/F=\kappa\),

\[
\rho_F(\varepsilon)=\frac{m\kappa}{2\pi\hbar^2}\int_z^\infty\mathrm{Ai}^2(u)\,du
=\frac{m\kappa}{2\pi\hbar^2}\left[\mathrm{Ai}'(z)^2-z\,\mathrm{Ai}(z)^2\right].
\]

The integral follows from \(\frac{d}{du}(u\mathrm{Ai}^2-\mathrm{Ai}'^2)=\mathrm{Ai}^2+2u\mathrm{Ai}\mathrm{Ai}'-2\mathrm{Ai}'\mathrm{Ai}''=\mathrm{Ai}^2\), where \(\mathrm{Ai}''=u\mathrm{Ai}\).

Far above threshold the bracket tends to \(\sqrt{\varepsilon/\Theta}/\pi\). Since \(\kappa/\sqrt\Theta=\sqrt{2m}/\hbar\), the field-free law returns:

\[
\rho_0(\varepsilon)=A\sqrt\varepsilon,\qquad A=\frac{m\sqrt{2m}}{2\pi^2\hbar^3}.
\]

Far below threshold, \(\mathrm{Ai}^2(u)\approx e^{-4u^{3/2}/3}/(4\pi\sqrt u)\). Its exponent has slope \(-2\sqrt u\), so integrating from \(z\) divides by \(2\sqrt z\), and the bracket becomes \(e^{-4z^{3/2}/3}/(8\pi z)\). This is tunnelling into the region below threshold. Its range is set by \(\Theta\), and so by \(\theta\), which answers (a).

### The field that smears the threshold

Setting \(\theta=\hbar\omega\) gives \(\hbar^2e^2E^2/m=(\hbar\omega)^3\), or

\[
E_s=\frac{\sqrt m\,(\hbar\omega)^{3/2}}{e\hbar}.
\]

At this field the Airy formula gives, at \(\varepsilon=0\), a fraction \(\pi\mathrm{Ai}'(0)^2\sqrt{\Theta/\theta}=0.19\) of the field-free rate one phonon energy above threshold. Half a phonon energy below threshold the fraction is still 0.05. The onset is spread over an interval comparable with \(\hbar\omega\), which answers (b).

### Comparison with collisions

Let \(1/\tau\) be the sum of the population decay rates of the initial and final states, taken as constant. The energy balance then has a Lorentzian spread of full width \(\Gamma=\hbar/\tau\). The simple comparison \(\theta=\Gamma\) gives

\[
E_x=\frac{\sqrt m\,\Gamma^{3/2}}{e\hbar}.
\]

This compares a scale with a full width, so a definite criterion is needed. We choose equal emission rates at \(\varepsilon=0\).

For collisions alone, \(\rho_0\) is the boundary value on the real axis of \(A\,\mathrm{Re}\sqrt{\zeta}\), which is harmonic in the upper half-plane. A Lorentzian average of the boundary values gives the function at height \(\Gamma/2\):

\[
\rho_\Gamma(\varepsilon)=A\,\mathrm{Re}\sqrt{\varepsilon+i\Gamma/2},\qquad
\rho_\Gamma(0)=\frac{A\sqrt\Gamma}{2}.
\]

For the field alone, \(\kappa=\sqrt{2m\Theta}/\hbar\) turns the Airy result into \(\rho_F(0)=\pi A\sqrt\Theta\,\mathrm{Ai}'(0)^2\). Equating the two densities and squaring,

\[
\Gamma=4\pi^2\mathrm{Ai}'(0)^4\,\Theta=0.141\,\theta .
\]

By this criterion the field acts like a collisional width of only \(0.141\,\theta\). Since \(E\propto\theta^{3/2}\), the calibrated crossing field is

\[
E_c=(0.1406)^{-3/2}E_x\approx19\,E_x .
\]

The factor belongs to the threshold point, because the two profiles differ. The field raises the rate only up to \(\varepsilon\approx0.04\,\theta\). From there to about \(\theta\) the two effects have opposite signs: at \(\varepsilon=\theta/4\) the field alone lowers the rate to 0.65 of its field-free value, while collisions alone raise it. For \(|\varepsilon|\gg\Gamma\) below threshold, \(\rho_\Gamma\approx A\Gamma/(4\sqrt{|\varepsilon|})\). This slow tail follows from the constant width and should not be trusted far from threshold. The field tail falls much faster.

### Both effects together

The density is also the Fourier transform of the amplitude for the final electron to return to its starting point after time \(t\). The returning classical path is \(x(s)=F(s^2-ts)/(2m)\), with action

\[
S=\int_0^t\left(\frac{m\dot x^2}{2}+Fx\right)ds
=\frac{F^2t^3}{24m}-\frac{F^2t^3}{12m}=-\frac{F^2t^3}{24m}.
\]

For a linear potential the amplitude is the free prefactor \((m/2\pi i\hbar t)^{3/2}\) times \(e^{iS/\hbar}\). The Lorentzian spread multiplies it by \(e^{-\Gamma t/2\hbar}\). The change made by the field in an already broadened threshold is therefore

\[
\Delta\rho(0)=\frac{1}{\pi\hbar}\mathrm{Re}\int_0^\infty
\left(\frac{m}{2\pi i\hbar t}\right)^{3/2}e^{-\Gamma t/2\hbar}
\left[e^{-iF^2t^3/(24m\hbar)}-1\right]dt .
\]

For a weak field the bracket is \(-iF^2t^3/(24m\hbar)\). The phase factor is \(\mathrm{Re}[i^{-3/2}(-i)]=-1/\sqrt2\), and the remaining integral is \(\int_0^\infty t^{3/2}e^{-\Gamma t/2\hbar}dt=\frac{3\sqrt\pi}{4}(2\hbar/\Gamma)^{5/2}\). Division by \(\rho_\Gamma(0)\) gives

\[
\frac{\Delta\rho(0)}{\rho_\Gamma(0)}\approx-\frac18\left(\frac\theta\Gamma\right)^3,\qquad \theta\ll\Gamma .
\]

A weak field thus slightly lowers the rate at this one energy. For stronger fields the integral was evaluated by numerical quadrature along a time path rotated by \(30^\circ\) into the lower half-plane. The change is \(-1.4\%\) at \(\theta=\Gamma\), where the weak-field formula would give \(-12.5\%\) and no longer applies. At the calibrated crossing it is \(+28\%\). The value at \(\theta=\Gamma\) is close to the most negative one, and the change passes through zero at \(\theta\approx1.7\,\Gamma\). The threshold point understates the effect on the profile: at \(\theta=\Gamma\) the field lowers the rate by about 6% near \(\varepsilon=0.4\,\theta\) and raises it by about 6% near \(\varepsilon=-0.6\,\theta\).

### A single phonon wave vector

If one \(\mathbf q\) is resolved, a different scale appears. With kinetic momentum \(\mathbf p+\mathbf Fs\) before emission and \(\mathbf p+\mathbf Fs-\hbar\mathbf q\) after it, the energy mismatch contains the drift \(-\hbar Fq_\parallel s/m\), where \(q_\parallel\) is the component along the force. Starting from resonance, the accumulated phase has magnitude \(Fq_\parallel t^2/(2m)\). It reaches \(1/2\) at \(t=\sqrt{m/(Fq_\parallel)}\), so the scale is

\[
w_q=\frac{\hbar}{t}=\hbar\sqrt{\frac{Fq_\parallel}{m}} .
\]

At threshold, for motion along the force, \(\hbar q_\parallel=\sqrt{2m\hbar\omega}\). Using \(\hbar F/\sqrt m=\theta^{3/2}\),

\[
w_q^2=\hbar F\sqrt{\frac{2\hbar\omega}{m}}=\theta^{3/2}\sqrt{2\hbar\omega},
\qquad \frac{w_q}{\theta}=\left(\frac{2\hbar\omega}{\theta}\right)^{1/4}.
\]

This exceeds \(\theta\) whenever \(\theta<2\hbar\omega\). The sum over \(\mathbf q\) at fixed local energy contains \(\rho_F\) instead, and \(\rho_F\) does not depend on the initial momentum.

The distinction matters for a wave packet. Its emission rate at a given instant is an integral over the time \(\tau\) elapsed since emission. The potential energy is the same before and after emission, so the spread \(F\ell\) across a packet of length \(\ell\) cancels and only the momentum distribution matters. An electron that now has momentum \(p=mv\) along the force had \(p-Fs\) a time \(s\) earlier, so its phase \(\int_0^\tau (p-Fs)^2\,ds/(2m\hbar)\) contains the term \(-Fv\tau^2/(2\hbar)\). This term defines the scale \(\sqrt{\hbar Fv}\), which at threshold is \(w_q\), however long the packet is. A short packet adds its kinetic-energy spread of about \(\hbar v/\ell\). The scale \(\theta\) therefore describes the rate resolved by local energy in a state of definite total energy. For a packet moving along the field, the onset is smeared over at least about \(w_q\).

### Numbers

At 1 MV/cm the definition gives \(\theta=136.4\) meV for silicon and 115.1 meV for silica. Since \(E\propto\theta^{3/2}\),

\[
E_s^{\rm Si}=\left(\frac{60}{136.4}\right)^{3/2}=0.29\ \mathrm{MV/cm},\qquad
E_s^{\rm silica}=\left(\frac{150}{115.1}\right)^{3/2}=1.5\ \mathrm{MV/cm}.
\]

For silicon at the lower rate, \(\Gamma=6.58\) meV, so \(E_x=(6.58/136.4)^{3/2}=0.0106\) MV/cm and \(E_c=19\,E_x=0.20\) MV/cm. The other cases follow in the same way.

| Case, rate in s⁻¹ | \(\Gamma\) (meV) | \(E_x\) (MV/cm) | \(E_c\) (MV/cm) | \(\Gamma/\theta\) at \(E_s\) |
|---|---:|---:|---:|---:|
| Silicon, \(10^{13}\) | 6.6 | 0.011 | 0.20 | 0.11 |
| Silicon, \(10^{14}\) | 66 | 0.34 | 6.4 | 1.1 |
| Silica, \(10^{14}\) | 66 | 0.43 | 8.2 | 0.44 |
| Silica, \(10^{15}\) | 658 | 14 | 260 | 4.4 |

The last column must be read against the matched value 0.141, not against 1. At \(E_s\) the field alone gives silicon the same rate at \(\varepsilon=0\) as a collisional width of \(0.141\times60=8.4\) meV. This slightly exceeds the 6.6 meV of weak scattering but is far below the 66 meV of strong scattering. In silica the equivalent width is 21 meV, below both collisional widths. Within this model, the field effect on the locally resolved rate competes with collisions at a few tenths of a MV/cm in weakly scattering silicon, while in silica collisions control the threshold rate at \(E_s\).

For silica at the lower rate the two criteria disagree: \(\theta\) exceeds \(\Gamma\) at \(E_s\), yet the rate at \(\varepsilon=0\) is still set mainly by collisions: the field changes it by 2%, although within \(2\theta\) of threshold it changes the profile by \(-15\%\) to \(+24\%\). The factor of 19 between the crossing fields is larger than the factor of about 5 between the two materials' values of \(E_s\), so the criterion has to be stated with any quoted field.

At \(E_s\) the single-\(\mathbf q\) scale is 71 meV in silicon and 178 meV in silica, both \(2^{1/4}\) times \(\theta\). Setting \(w_q=\hbar\omega\) instead of \(\theta=\hbar\omega\) lowers \(E_s\) only by a factor \(\sqrt2\). The comparison with collisions is more sensitive: \(w_q=\Gamma\) gives the field \(E_x\sqrt{\Gamma/(2\hbar\omega)}\), which is 0.0025 MV/cm for weakly scattering silicon. The crossing fields in the table therefore belong to the locally resolved rate and should not be applied to a packet moving along the field.

### Where the estimate fails

The largest entries for \(E_c\) are formal. In silica at the higher rate, matching requires \(\theta=658/0.141\approx4700\) meV, far above the phonon energy. A separate threshold no longer exists there, and a parabolic band cannot be assumed. The entries of 6.4 MV/cm for silicon and 8.2 MV/cm for silica have the same defect in milder form: both require \(\theta\approx470\) meV, against phonon energies of 60 and 150 meV.

Polar coupling in silica depends on \(q\), so the interaction is not strictly local. For \(\theta\ll\hbar\omega\) the final momenta near threshold are small, \(q\) stays close to the initial wave number, and constant coupling is a fair approximation. At \(E_s\) this condition is lost, and the silica value is an order of magnitude. The single mass used for silicon hides the anisotropy of its valleys: masses of 0.19 and 0.92 \(m_e\) along the field would give \(E_s=0.23\) and 0.51 MV/cm.

Energy-dependent lifetimes and dielectric breakdown are also left out. Lightly doped silicon breaks down at a few tenths of a MV/cm and silica near 10 MV/cm. The silicon value of \(E_s\) is thus already close to breakdown, and so are the entries of 0.34 MV/cm for silicon and 8.2 MV/cm for silica. The entries of 6.4 MV/cm for silicon and of 14 and 260 MV/cm for silica lie above breakdown.

Numbers in the example were calculated in double precision.
